# Removing the First-Order Time Error of Lagged Geometry in Oxidation: a numerical check

```python
"""Quasi-steady oxidation of a silicon wire: time error of interface updates.

Result under test, for ds/dt = V(s), s = silicon recession, R = 1/V:
  lagged geometry:      error = (h/2) V_T ln(V_0/V_T) + O(h^2)
  predictor-corrector:  error = -(h^2/12) V_T integral(R''/R^2 ds) + O(h^3)
Here h = time step, V_0 and V_T = initial and final rates, and
error = computed minus true recession.
a, b = inner and outer oxide radii; A, B = linear-parabolic growth parameters;
GAMMA = oxide volume made per silicon volume consumed.
Internal units: nm and min, unless a name says otherwise.
"""
import math
from itertools import count
import numpy as np
from scipy.constants import k as BOLTZMANN
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

A = 100.0                       # nm
B = 0.5e6 / 60.0                # nm^2/min
GAMMA = 2.2
A0, X0 = 1000.0, 100.0          # initial silicon radius and oxide thickness
B0 = A0 + X0
T_END = 60.0                    # min
C_STAR, N_OXIDANT = 3.0e19, 4.4e22   # cm^-3
EPS = C_STAR / N_OXIDANT
TEMPERATURE = 1373.0            # K
VISCOSITY = 1.0e12              # Pa s
ACTIVATION_VOLUME = 0.0125e-27  # m^3
FACE_RATIO = 1.7


def outer_radius(a):
    return math.sqrt(B0**2 + (GAMMA - 1) * (A0**2 - a**2))


def rate_ab(a, b, a_param=A):
    return B / (GAMMA * (a_param + 2 * a * math.log(b / a)))


def rate(s):
    a = A0 - s
    return rate_ab(a, outer_radius(a))


def march(velocity, steps, corrected, start=0.0):
    h, s = T_END / steps, start
    for _ in range(steps):
        v = velocity(s)
        if corrected:
            v = 0.5 * (v + velocity(s + h * v))
        s += h * v
    return s


def exact_recession(a_param=A):
    def elapsed(s_end):
        def resistance(s):
            a = A0 - s
            return 1 / rate_ab(a, outer_radius(a), a_param)
        return quad(resistance, 0, s_end, epsabs=1e-12, epsrel=1e-13)[0]
    return brentq(lambda s: elapsed(s) - T_END, 1.0, 600.0, xtol=1e-12)


def mesh_rate(s, cells):
    """Rate from a finite-volume solve of radial diffusion, C(b) = 1."""
    a = A0 - s
    b = outer_radius(a)
    r = np.linspace(a, b, cells + 1)
    g = 0.5 * (r[1:] + r[:-1]) / (r[1] - r[0])
    matrix = np.zeros((cells + 1, cells + 1))
    rhs = np.zeros(cells + 1)
    matrix[0, 0], matrix[0, 1] = g[0] + 2 * a / A, -g[0]
    for i in range(1, cells):
        matrix[i, i - 1:i + 2] = -g[i - 1], g[i - 1] + g[i], -g[i]
    matrix[-1, -1] = rhs[-1] = 1.0
    return B / (A * GAMMA) * np.linalg.solve(matrix, rhs)[0]


def transient_recession(eps, cells=30):
    """Full diffusion in coordinates carried along by the expanding oxide."""
    faces = np.linspace(0, 1, cells + 1)
    centres = 0.5 * (faces[1:] + faces[:-1])
    diffusivity = B / (2 * eps)

    def geometry(s):
        a = A0 - s
        b = outer_radius(a)
        area = 0.5 * (b * b - a * a)
        return a, b, area, np.sqrt(b * b - 2 * area * centres)

    def derivative(_, y):
        a, b, area, r = geometry(y[-1])
        c = y[:-1] * cells / area
        g = diffusivity / math.log(r[-1] / a)
        reaction = a * B / (A * eps)
        total = reaction + g
        root = math.sqrt(total**2 + 4 * reaction * eps * g * c[-1])
        c_a = 2 * g * c[-1] / (total + root)
        area_rate = a * B / A * c_a
        flux = np.empty(cells + 1)
        flux[0] = diffusivity * (1 - c[0]) / math.log(b / r[0])
        flux[1:-1] = diffusivity * (c[:-1] - c[1:]) / np.log(r[:-1] / r[1:])
        flux[1:-1] -= faces[1:-1] * area_rate * 0.5 * (c[:-1] + c[1:])
        flux[-1] = reaction * c_a
        return np.append(flux[:-1] - flux[1:], B / A * c_a / GAMMA)

    a, b, area, r = geometry(0.0)
    profile = (1 + 2 * a / A * np.log(r / a)) / (1 + 2 * a / A * math.log(b / a))
    start = np.append(area * profile / cells, 0.0)
    result = solve_ivp(derivative, (0, T_END), start, method="Radau",
                       rtol=1e-8, atol=1e-6)
    assert result.success
    return result.y[-1, -1]


# Closed-form rate against the discretized diffusion problem.
for test_s in (0.0, 100.0, 200.0):
    assert abs(mesh_rate(test_s, 200) / rate(test_s) - 1) < 2e-5

s_true = exact_recession()
a_true = A0 - s_true
b_true = outer_radius(a_true)
v_start, v_end = rate(0.0), rate(s_true)

# Leading error coefficients against errors of the actual time marches.
lag_coefficient = 0.5 * v_end * math.log(v_start / v_end)


def resistance_curvature(s):
    a = A0 - s
    b = outer_radius(a)
    e = GAMMA - 1
    return -2 * GAMMA / B * (1 / a + 3 * e * a / b**2 + 2 * e**2 * a**3 / b**4)


pc_integral = quad(lambda s: resistance_curvature(s) * rate(s)**2, 0, s_true)[0]
pc_coefficient = -v_end / 12 * pc_integral
FINE = 3840
h_fine = T_END / FINE
lag_fine = march(rate, FINE, False) - s_true
pc_fine = march(rate, FINE, True) - s_true
lag_half = march(rate, FINE // 2, False) - s_true
pc_half = march(rate, FINE // 2, True) - s_true
lag_order = math.log2(lag_half / lag_fine)
pc_order = math.log2(pc_half / pc_fine)
assert abs(lag_fine / h_fine / lag_coefficient - 1) < 0.01
assert abs(pc_fine / h_fine**2 / pc_coefficient - 1) < 0.02
assert abs(lag_order - 1) < 0.02 and abs(pc_order - 2) < 0.05

# A plane: resistance linear in thickness, so the corrected scheme gains an order.
u_start = A + 2 * X0
u_end = math.sqrt(u_start**2 + 4 * B * T_END)
x_true = 0.5 * (u_end - A)


def planar_rate(x):
    return B / (A + 2 * x)


plane_fine = march(planar_rate, FINE, True, X0) - x_true
plane_half = march(planar_rate, FINE // 2, True, X0) - x_true
plane_order = math.log2(plane_half / plane_fine)
plane_coefficient = B**2 * planar_rate(x_true) / 8 * (u_start**-4 - u_end**-4)
assert abs(plane_order - 3) < 0.05
assert abs(plane_fine / h_fine**3 / plane_coefficient - 1) < 0.02


# Corrector that moves the inner boundary but leaves the outer one lagged.
def march_partial(steps):
    h, s = T_END / steps, 0.0
    for _ in range(steps):
        a = A0 - s
        b = outer_radius(a)
        v = rate_ab(a, b)
        s += 0.5 * h * (v + rate_ab(a - h * v, b))
    return s


def missing_response(s):
    a = A0 - s
    b = outer_radius(a)
    slope = (rate_ab(a, b + 0.01) - rate_ab(a, b - 0.01)) / 0.02
    return slope * (GAMMA - 1) * a / b / rate_ab(a, b)


partial_coefficient = -0.5 * v_end * quad(missing_response, 0, s_true)[0]
partial_fine = march_partial(FINE) - s_true
partial_half = march_partial(FINE // 2) - s_true
partial_order = math.log2(partial_half / partial_fine)
assert abs(partial_order - 1) < 0.02
assert abs(partial_fine / h_fine / partial_coefficient - 1) < 0.02

# A fixed number of cells leaves an error that smaller steps cannot remove.
floor_480 = march(lambda s: mesh_rate(s, 4), 480, True) - s_true
floor_960 = march(lambda s: mesh_rate(s, 4), 960, True) - s_true
floor_8cells = march(lambda s: mesh_rate(s, 8), 960, True) - s_true
assert abs(floor_480 - floor_960) < 0.1 * abs(floor_960)
assert abs(floor_960) > 10 * abs(march(rate, 960, True) - s_true)
assert 3 < floor_960 / floor_8cells < 5

# Smallest step numbers reaching the target error.
TARGET = 0.1


def steps_needed(corrected):
    return next(n for n in count(2)
                if abs(march(rate, n, corrected) - s_true) < TARGET)


lag_steps, pc_steps = steps_needed(False), steps_needed(True)
for n in range(pc_steps, 3 * pc_steps):
    assert abs(march(rate, n, True) - s_true) < TARGET
assert 2 * pc_steps < lag_steps

# Neglected storage and transport of oxidant with the oxide.
storage_shift = transient_recession(EPS) - s_true
storage_shift_10 = transient_recession(10 * EPS) - s_true
assert abs(storage_shift_10 / storage_shift / 10 - 1) < 0.05


# Neglected viscous stress acting on the reaction.
def interface_pressure(a, b, v):
    return 2 * VISCOSITY * (GAMMA - 1) * (v / 60) / a * (1 - a * a / b**2)


def stress_integrand(r):
    strength = (GAMMA - 1) * a_true * v_end / 60
    d = 1e-3 * r
    gradient = (strength / (r + d) - strength / (r - d)) / (2 * d)
    return 2 * VISCOSITY * (strength / r**2 - gradient) / r


pressure_start = interface_pressure(A0, B0, v_start)
pressure_end = interface_pressure(a_true, b_true, v_end)
assert abs(quad(stress_integrand, a_true, b_true)[0] / pressure_end - 1) < 1e-5


def stressed_rate(_, y):
    a = A0 - y[0]
    b = outer_radius(a)
    v = rate_ab(a, b)
    for _ in range(40):
        exponent = (interface_pressure(a, b, v) * ACTIVATION_VOLUME
                    / (BOLTZMANN * TEMPERATURE))
        v = rate_ab(a, b, A * math.exp(exponent))
    return [v]


stressed = solve_ivp(stressed_rate, (0, T_END), [0.0], rtol=1e-9, atol=1e-9)
assert stressed.success
stress_shift = stressed.y[0, -1] - s_true
face_shift = exact_recession(A * FACE_RATIO) - s_true

print(f"Parabolic parameter B: {B * 60 / 1e6:.3f} um^2/h = {B:.2f} nm^2/min")
print(f"Parameter A: {A:.1f} nm; expansion ratio: {GAMMA:.2f}")
print(f"Initial silicon radius: {A0:.1f} nm; initial oxide: {X0:.1f} nm")
print(f"Time: {T_END:.1f} min; temperature: {TEMPERATURE:.0f} K")
print(f"Oxidant C*: {C_STAR:.2e} cm^-3; N: {N_OXIDANT:.2e} cm^-3")
print(f"Ratio C*/N: {EPS:.3e}")
print(f"True recession: {s_true:.5f} nm")
print(f"Final silicon radius: {a_true:.4f} nm; outer radius: {b_true:.4f} nm")
print(f"Final oxide thickness: {b_true - a_true:.4f} nm")
print(f"Initial rate: {v_start:.5f} nm/min; final rate: {v_end:.5f} nm/min")
slope_start = (rate(0.01) - rate(-0.01)) / 0.02
print(f"Initial dV/ds: {slope_start:.5f} 1/min")
print("Steps, h (min), lagged error (nm), corrected error (nm), two orders")
previous = None
for n in (12, 30, 60, 120, 240, 480):
    e_lag = march(rate, n, False) - s_true
    e_pc = march(rate, n, True) - s_true
    orders = "-  -"
    if previous:
        span = math.log(n / previous[0])
        orders = (f"{math.log(abs(previous[1] / e_lag)) / span:.3f}  "
                  f"{math.log(abs(previous[2] / e_pc)) / span:.3f}")
    print(f"{n:4d}  {T_END / n:.3f}  {e_lag:.5f}  {e_pc:.3e}  {orders}")
    previous = (n, e_lag, e_pc)
print(f"Fine step for coefficient tests: {h_fine:.6f} min ({FINE} steps)")
print(f"Lagged error/h: predicted {lag_coefficient:.5f}, "
      f"measured {lag_fine / h_fine:.5f} nm/min")
print(f"Corrected error/h^2: predicted {pc_coefficient:.4e}, "
      f"measured {pc_fine / h_fine**2:.4e} nm/min^2")
print(f"Fine-step orders: lagged {lag_order:.4f}, corrected {pc_order:.4f}")
print(f"Outer boundary lagged, error/h: predicted {partial_coefficient:.5f}, "
      f"measured {partial_fine / h_fine:.5f} nm/min")
print(f"Outer boundary lagged, order: {partial_order:.4f}")
print(f"Plane, true final oxide: {x_true:.4f} nm")
print(f"Plane, corrected order: {plane_order:.4f}")
print(f"Plane, error/h^3: predicted {plane_coefficient:.4e}, "
      f"measured {plane_fine / h_fine**3:.4e} nm/min^3")
print(f"4-cell total error, 480 and 960 steps: {floor_480:.5f}, "
      f"{floor_960:.5f} nm")
print(f"8-cell total error, 960 steps: {floor_8cells:.5f} nm")
print(f"Target time error: {TARGET:.2f} nm")
print(f"Lagged: {lag_steps} steps = {lag_steps} diffusion solves")
print(f"Corrected: {pc_steps} steps = {2 * pc_steps} diffusion solves")
print(f"Storage and transport shift: {storage_shift:.4f} nm")
print(f"Same shift with ten times C*/N: {storage_shift_10:.4f} nm")
print(f"Rough viscosity: {VISCOSITY:.1e} Pa s; "
      f"activation volume: {ACTIVATION_VOLUME * 1e27:.4f} nm^3")
print(f"Interface compression, start and end: {pressure_start / 1e6:.1f}, "
      f"{pressure_end / 1e6:.1f} MPa")
print(f"Stress shift through reaction: {stress_shift:.3f} nm")
print(f"Crystal-face shift, reaction slower by {FACE_RATIO:.1f}: "
      f"{face_shift:.3f} nm")
print("all tests passed")
```

Output:

```
Parabolic parameter B: 0.500 um^2/h = 8333.33 nm^2/min
Parameter A: 100.0 nm; expansion ratio: 2.20
Initial silicon radius: 1000.0 nm; initial oxide: 100.0 nm
Time: 60.0 min; temperature: 1373 K
Oxidant C*: 3.00e+19 cm^-3; N: 4.40e+22 cm^-3
Ratio C*/N: 6.818e-04
True recession: 312.35907 nm
Final silicon radius: 687.6409 nm; outer radius: 1357.4166 nm
Final oxide thickness: 669.7757 nm
Initial rate: 13.03377 nm/min; final rate: 3.65876 nm/min
Initial dV/ds: -0.17010 1/min
Steps, h (min), lagged error (nm), corrected error (nm), two orders
  12  5.000  14.16804  7.126e-01  -  -
  30  2.000  4.98735  6.993e-02  1.139  2.533
  60  1.000  2.40278  1.325e-02  1.054  2.400
 120  0.500  1.18099  2.793e-03  1.025  2.246
 240  0.250  0.58567  6.356e-04  1.012  2.135
 480  0.125  0.29166  1.513e-04  1.006  2.071
Fine step for coefficient tests: 0.015625 min (3840 steps)
Lagged error/h: predicted 2.32408, measured 2.32522 nm/min
Corrected error/h^2: predicted 9.2059e-03, measured 9.2649e-03 nm/min^2
Fine-step orders: lagged 1.0007, corrected 2.0092
Outer boundary lagged, error/h: predicted 1.14819, measured 1.14852 nm/min
Outer boundary lagged, order: 1.0004
Plane, true final oxide: 672.8416 nm
Plane, corrected order: 3.0027
Plane, error/h^3: predicted 6.1660e-03, measured 6.1779e-03 nm/min^3
4-cell total error, 480 and 960 steps: 0.23575, 0.23564 nm
8-cell total error, 960 steps: 0.05918 nm
Target time error: 0.10 nm
Lagged: 1397 steps = 1397 diffusion solves
Corrected: 26 steps = 52 diffusion solves
Storage and transport shift: -0.0597 nm
Same shift with ten times C*/N: -0.5952 nm
Rough viscosity: 1.0e+12 Pa s; activation volume: 0.0125 nm^3
Interface compression, start and end: 90.5, 158.2 MPa
Stress shift through reaction: -2.600 nm
Crystal-face shift, reaction slower by 1.7: -20.017 nm
all tests passed
```
